# Spin degeneracy of the zincblende conduction band along three directions: a numerical check

```python
"""Spin degeneracy of the zincblende conduction band along [100], [111], [110].

Result under test: double little groups force a twofold conduction band on
[100] and [111] but allow it to split on [110]; near k=0 the splitting is
2|gamma||f(k)|, f = (kx(ky^2-kz^2), ky(kz^2-kx^2), kz(kx^2-ky^2)).
Model: sp3 orbitals on anion (a) and cation (c), nearest-neighbour hopping,
on-site spin-orbit term (Delta/3) L.sigma. Hartree atomic units.
Basis order: atom x (s, px, py, pz) x spin. Bands 0-7 are filled, 8-9 are
the lowest conduction pair. R: 3x3 point operation, S: its spin matrix.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

HARTREE_MEV = physical_constants["Hartree energy in eV"][0] * 1000
A_LAT = 10.0
PAR = dict(Esa=-0.30, Epa=0.04, Esc=-0.10, Epc=0.14, ss=-0.06,
           sapc=0.07, scpa=0.09, pps=0.11, ppp=-0.03, Da=0.015, Dc=0.006)
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k], LEVI[i, k, j] = 1, -1
L_DOT_SIGMA = np.zeros((8, 8), complex)
for i in range(3):
    orbital_l = np.zeros((4, 4), complex)
    orbital_l[1:, 1:] = -1j * LEVI[i]
    L_DOT_SIGMA += np.kron(orbital_l, SIGMA[i])


def hamiltonian(kvec, p=PAR):
    hop = np.zeros((4, 4), complex)
    for d in TETRA:
        u = d / np.sqrt(3)
        block = np.zeros((4, 4))
        block[0, 0] = p["ss"]
        block[0, 1:] = u * p["sapc"]
        block[1:, 0] = -u * p["scpa"]
        block[1:, 1:] = (np.outer(u, u) * (p["pps"] - p["ppp"])
                         + np.eye(3) * p["ppp"])
        hop += np.exp(1j * np.dot(kvec, d) * A_LAT / 4) * block
    h = np.zeros((16, 16), complex)
    for n, atom in enumerate("ac"):
        onsite = np.diag([p["Es" + atom]] + 3 * [p["Ep" + atom]])
        h[8*n:8*n+8, 8*n:8*n+8] = (np.kron(onsite, np.eye(2))
                                   + p["D" + atom] / 3 * L_DOT_SIGMA)
    h[:8, 8:] = np.kron(hop, np.eye(2))
    h[8:, :8] = h[:8, 8:].conj().T
    return h


def spin_matrix(R):
    proper = R * round(np.linalg.det(R))
    x, y, z, w = Rotation.from_matrix(proper).as_quat()
    return w * np.eye(2) - 1j * (x * SIGMA[0] + y * SIGMA[1] + z * SIGMA[2])


def full_matrix(R, S):
    orb = np.eye(4)
    orb[1:, 1:] = R
    return np.kron(np.eye(2), np.kron(orb, S))


def split(kvec, p=PAR):
    e = np.linalg.eigvalsh(hamiltonian(kvec, p))
    return e[9] - e[8]


# Point group: signed permutations that map the tetrahedron onto itself
corners = {tuple(d) for d in TETRA}
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3), int)
        R[range(3), perm] = signs
        if {tuple(R @ d) for d in TETRA} == corners:
            group.append((R, spin_matrix(R)))
assert len(group) == 24
k_general = np.array([0.11, 0.07, -0.19])
for R, S in group:
    U = full_matrix(R, S)
    assert np.allclose(U @ hamiltonian(k_general) @ U.conj().T,
                       hamiltonian(R @ k_general), atol=1e-12)


def spinor_dimensions(ops):
    """Irrep dimensions from class counts and the sum of squares."""
    double = [(R, s * S) for R, S in ops for s in (1, -1)]
    single_pairs = sum(np.array_equal(a @ b, b @ a)
                       for a, _ in ops for b, _ in ops)
    double_pairs = sum(np.array_equal(a @ b, b @ a)
                       and np.allclose(s @ t, t @ s)
                       for a, s in double for b, t in double)
    number = double_pairs // len(double) - single_pairs // len(ops)
    found = [c for c in itertools.combinations_with_replacement(
        range(1, 6), number) if sum(d * d for d in c) == len(ops)]
    assert len(found) == 1
    return found[0]


print("Model parameters (hartree):")
print("  " + ", ".join(f"{n}={v}" for n, v in list(PAR.items())[:6]))
print("  " + ", ".join(f"{n}={v}" for n, v in list(PAR.items())[6:]))
print(f"Lattice constant: {A_LAT} bohr")
lines = {"[100]": np.array([1, 0, 0]), "[111]": np.array([1, 1, 1]),
         "[110]": np.array([1, 1, 0])}
expected = {"[100]": ((2,), 1), "[111]": ((1, 1, 2), 1),
            "[110]": ((1, 1), 2)}
little = {}
assert spinor_dimensions(group) == (2, 2, 4)
print("Spinor irrep dimensions at Gamma:", spinor_dimensions(group))
for name, direction in lines.items():
    ops = [(R, S) for R, S in group if np.array_equal(R @ direction, direction)]
    little[name] = ops
    reversing = sum(np.array_equal(R @ direction, -direction) for R, _ in group)
    dims = spinor_dimensions(ops)
    pieces = sum(abs(np.trace(S))**2 for _, S in ops) / len(ops)
    assert dims == expected[name][0] and abs(pieces - expected[name][1]) < 1e-9
    print(f"{name}: order {len(ops)}, spinor dims {dims}, "
          f"Gamma6 norm {pieces:.0f}, ops k->-k: {reversing}")

# Gamma levels, two-level formulas and Gamma6 character of conduction pair
e0, v0 = np.linalg.eigh(hamiltonian(np.zeros(3)))
pair0 = v0[:, 8:10]
for R, S in group:
    character = np.trace(pair0.conj().T @ full_matrix(R, S) @ pair0)
    assert abs(character - np.trace(S)) < 1e-9


def two_level(e1, e2, v, sign):
    return (e1 + e2) / 2 + sign * np.hypot((e1 - e2) / 2, v)


gamma6 = two_level(PAR["Esa"], PAR["Esc"], 4 * PAR["ss"], 1)
gamma8 = two_level(PAR["Epa"] + PAR["Da"] / 3, PAR["Epc"] + PAR["Dc"] / 3,
                   4 * (PAR["pps"] + 2 * PAR["ppp"]) / 3, -1)
assert np.allclose(e0[8:10], gamma6, atol=1e-12)
assert np.allclose(e0[4:8], gamma8, atol=1e-12)
print(f"Gamma6 conduction level: {e0[8]:.6f} hartree")
print(f"Gamma8 valence top: {e0[7]:.6f} hartree")
print(f"Gap at Gamma: {e0[8]-e0[7]:.6f} hartree")

# Mirror pair on [100] anticommutes; C3 labels the pair on [111]
m1, m2 = [S for R, S in little["[100]"] if np.linalg.det(R) < 0]
assert np.allclose(m1 @ m2, -m2 @ m1)
assert np.allclose(m1 @ m1, -np.eye(2))
R3, S3 = next((R, S) for R, S in little["[111]"] if np.trace(R) == 0)
S3 = S3 * np.sign(np.trace(S3).real)
C3 = full_matrix(R3, S3)
assert np.allclose(np.sort(np.angle(np.linalg.eigvals(S3))),
                   [-np.pi / 3, np.pi / 3])
Rm, Sm = next((R, S) for R, S in little["[110]"] if np.linalg.det(R) < 0)
mirror = full_matrix(Rm, Sm)
normal = np.array([1, -1, 0]) / np.sqrt(2)
unit = 2 * np.pi / A_LAT
ends = {"[100]": unit, "[111]": unit / 2, "[110]": unit}
print("k = x * end; ends: X=(2pi/a)(1,0,0), L=(pi/a)(1,1,1),")
print("  X'=(2pi/a)(1,1,0), equivalent to X")
print("line   x     E lower (hartree)  splitting (hartree)")
for name, direction in lines.items():
    for x in (0.1, 0.25, 0.5):
        kvec = x * ends[name] * direction
        e, v = np.linalg.eigh(hamiltonian(kvec))
        gap = e[9] - e[8]
        print(f"{name}  {x:4.2f}  {e[8]:12.6f}       {gap:.3e}")
        if name == "[110]":
            assert gap > 1e-6
            labels = [v[:, n].conj() @ mirror @ v[:, n] for n in (8, 9)]
            assert abs(sum(labels)) < 1e-8 and abs(abs(labels[0]) - 1) < 1e-8
            for n in (8, 9):
                spin = np.array([(v[:, n].conj() @ np.kron(np.eye(8), s)
                                  @ v[:, n]).real for s in SIGMA])
                assert np.linalg.norm(np.cross(spin, normal)) < 1e-8
                if x == 0.25:
                    print(f"  mean sigma along (1,-1,0), band {n}: "
                          f"{spin @ normal:+.4f}")
        if name == "[111]":
            trace = np.trace(v[:, 8:10].conj().T @ C3 @ v[:, 8:10])
            assert abs(trace - 1) < 1e-8
for name in ("[100]", "[111]"):
    worst = max(split(x * ends[name] * lines[name])
                for x in np.linspace(0, 1, 41))
    assert worst < 1e-12
    print(f"Largest splitting on {name}, 41 points: {worst:.1e} hartree")
k110 = 0.25 * unit * lines["[110]"]
main = split(k110)
print(f"[110] splitting at x=0.25: {main:.6f} hartree"
      f" = {main*HARTREE_MEV:.2f} meV")
end_split = split(unit * lines["[110]"])
assert end_split < 1e-12
print(f"[110] splitting at X': {end_split:.1e} hartree")

# Antiunitary symmetry C2z T on [110]: square +1, mirror label preserved
R2, S2 = next((R, S) for R, S in group
              if np.array_equal(R, np.diag([-1, -1, 1])))
W = full_matrix(R2, S2) @ np.kron(np.eye(8), 1j * SIGMA[1])
h110 = hamiltonian(k110)
assert np.allclose(W @ h110.conj() @ W.conj().T, h110, atol=1e-12)
assert np.allclose(W @ W.conj(), np.eye(16))
plus_i = (np.eye(16) - 1j * mirror) / 2
assert np.allclose(W @ plus_i.conj() @ W.conj().T, plus_i)
print(f"Square of C2z T on [110]: {(W @ W.conj())[0, 0].real:+.0f}")

# Controls: remove spin-orbit coupling, or make the atoms identical
no_soc = dict(PAR, Da=0.0, Dc=0.0)
same = dict(PAR, Esc=PAR["Esa"], Epc=PAR["Epa"], Dc=PAR["Da"],
            scpa=PAR["sapc"])
for label, p in (("no spin-orbit", no_soc), ("identical atoms", same)):
    value = split(k110, p)
    assert value < 1e-12
    print(f"[110] x=0.25, {label}: {value:.1e} hartree")

# Number of invariants (polynomial of degree n in k) times sigma
counts = {}
for degree in (1, 3):
    total = 0
    for R, _ in group:
        t1, t2, t3 = (np.trace(np.linalg.matrix_power(R, n)) for n in (1, 2, 3))
        sym = t1 if degree == 1 else (t1**3 + 3 * t1 * t2 + 2 * t3) / 6
        total += sym * t1 * round(np.linalg.det(R))
    counts[degree] = round(total / 24)
assert counts == {1: 0, 3: 1}
print(f"Spin invariants: linear {counts[1]}, cubic {counts[3]}")


def cubic_field(q):
    x, y, z = q
    return np.array([x*(y*y-z*z), y*(z*z-x*x), z*(x*x-y*y)])


def upper_spin(q):
    v = np.linalg.eigh(hamiltonian(q))[1][:, 9]
    return np.array([(v.conj() @ np.kron(np.eye(8), s) @ v).real
                     for s in SIGMA])


# Calibrate on [110], then predict other directions. The tolerance of one
# per cent covers the neglected fifth-order terms at this small k.
k_small = 0.001
q110 = k_small * lines["[110]"] / np.sqrt(2)
sign = np.sign(upper_spin(q110) @ cubic_field(q110))
gamma = sign * split(q110) / k_small**3
ratio = split(2 * q110) / split(q110)
assert abs(ratio / 8 - 1) < 0.01
print(f"gamma from [110] at k=0.001/bohr: {gamma:.4f} hartree bohr^3")
print(f"Splitting ratio on doubling k: {ratio:.4f}")
for direction in ([2, 1, 0], [1, 2, 3]):
    q = k_small * np.array(direction) / np.linalg.norm(direction)
    field = cubic_field(q)
    predicted, found = 2 * abs(gamma) * np.linalg.norm(field), split(q)
    spin = upper_spin(q)
    cosine = sign * spin @ field / np.linalg.norm(spin) / np.linalg.norm(field)
    assert abs(found / predicted - 1) < 0.01 and cosine > 0.999
    print(f"{direction}: predicted {predicted:.4e}, "
          f"found {found:.4e} hartree, spin cosine {cosine:.6f}")

# Generic term allowed by the little group: protected pairs must survive
rng = np.random.default_rng(3)
for name in ("[100]", "[111]"):
    noise = rng.normal(size=(16, 16)) + 1j * rng.normal(size=(16, 16))
    noise = 0.0005 * (noise + noise.conj().T)
    allowed = sum(full_matrix(R, S) @ noise @ full_matrix(R, S).conj().T
                  for R, S in little[name]) / len(little[name])
    base = hamiltonian(0.25 * ends[name] * lines[name])
    e_base = np.linalg.eigvalsh(base)
    e, v = np.linalg.eigh(base + allowed)
    assert e[9] - e[8] < 1e-12
    assert np.max(abs(e - e_base)) > 1e-5
    print(f"{name} x=0.25 with random allowed term: "
          f"conduction splitting {e[9]-e[8]:.1e} hartree")
    if name == "[111]":
        for n in (6, 7):
            assert abs(v[:, n].conj() @ C3 @ v[:, n] + 1) < 1e-8
        assert e_base[7] - e_base[6] < 1e-12 and e[7] - e[6] > 1e-6
        print(f"  top valence pair: model {e_base[7]-e_base[6]:.1e}, "
              f"with term {e[7]-e[6]:.3e} hartree")
print("tests ok")
```

Printed output:

```
Model parameters (hartree):
  Esa=-0.3, Epa=0.04, Esc=-0.1, Epc=0.14, ss=-0.06, sapc=0.07
  scpa=0.09, pps=0.11, ppp=-0.03, Da=0.015, Dc=0.006
Lattice constant: 10.0 bohr
Spinor irrep dimensions at Gamma: (2, 2, 4)
[100]: order 4, spinor dims (2,), Gamma6 norm 1, ops k->-k: 4
[111]: order 6, spinor dims (1, 1, 2), Gamma6 norm 1, ops k->-k: 0
[110]: order 2, spinor dims (1, 1), Gamma6 norm 2, ops k->-k: 2
Gamma6 conduction level: 0.060000 hartree
Gamma8 valence top: 0.011058 hartree
Gap at Gamma: 0.048942 hartree
k = x * end; ends: X=(2pi/a)(1,0,0), L=(pi/a)(1,1,1),
  X'=(2pi/a)(1,1,0), equivalent to X
line   x     E lower (hartree)  splitting (hartree)
[100]  0.10      0.071812       3.469e-16
[100]  0.25      0.103741       2.776e-17
[100]  0.50      0.150114       5.551e-17
[111]  0.10      0.068619       1.665e-16
[111]  0.25      0.087192       2.776e-17
[111]  0.50      0.100722       2.498e-16
[110]  0.10      0.077677       6.336e-04
[110]  0.25      0.104095       1.738e-03
  mean sigma along (1,-1,0), band 8: -0.9975
  mean sigma along (1,-1,0), band 9: +0.9996
[110]  0.50      0.133340       1.718e-03
Largest splitting on [100], 41 points: 3.1e-16 hartree
Largest splitting on [111], 41 points: 3.3e-16 hartree
[110] splitting at x=0.25: 0.001738 hartree = 47.30 meV
[110] splitting at X': 8.3e-17 hartree
Square of C2z T on [110]: +1
[110] x=0.25, no spin-orbit: 2.1e-16 hartree
[110] x=0.25, identical atoms: 1.4e-16 hartree
Spin invariants: linear 0, cubic 1
gamma from [110] at k=0.001/bohr: 2.5146 hartree bohr^3
Splitting ratio on doubling k: 7.9941
[2, 1, 0]: predicted 2.0117e-09, found 2.0117e-09 hartree, spin cosine 1.000000
[1, 2, 3]: predicted 1.8267e-09, found 1.8267e-09 hartree, spin cosine 1.000000
[100] x=0.25 with random allowed term: conduction splitting 1.7e-16 hartree
[111] x=0.25 with random allowed term: conduction splitting 9.7e-17 hartree
  top valence pair: model 5.6e-17, with term 1.285e-03 hartree
tests ok
```
